# The X^-3 Law of the Principal Expansion and Truncation in l, part 2

How fast does the correlation energy converge as natural orbitals are added? A two-electron ion of nuclear charge $Z$, in its singlet ground state, is treated in second order of $1/Z$, with lengths in bohr$/Z$ and energies in hartree. At most shells $n\le X$ are kept, or all $l\ge X$ are omitted.

The kernel $C$ is the part of the first-order pair function with both electrons outside 1s, $W$ is its source, and $E_c=\mathrm{Tr}(CW)$; relaxation of 1s is counted separately. With $\psi_0(r,r)=e^{-2r}/\pi$, their phase-space functions at large $k$ are

$$c(\mathbf r,\mathbf k)=-\frac{4\pi\psi_0(r,r)}{k^4}=-\frac{4e^{-2r}}{k^4},\qquad w(\mathbf r,\mathbf k)=\frac{4\pi\psi_0(r,r)}{k^2}.\tag{4}$$

Natural orbitals diagonalize $C$; omitting orbitals $i$ of energy $e_i<0$ costs $\sum|e_i|$. "The grid" means solving for $C$ numerically on a radial grid. With $\lambda=l+\tfrac12$ and radial action $n_r+\tfrac12=n-\lambda$, an orbital lies on $k=Ke^{-r/2}$, where

$$n=K\nu(q),\qquad q=\frac{\lambda}{K},\qquad \nu(q)=q+\frac1\pi\int_{r_1}^{r_2}\left(e^{-r}-\frac{q^2}{r^2}\right)^{1/2}dr.\tag{5}$$

The limits solve $re^{-r/2}=q$, so $0<q\le2/e$. With $x=\lambda/n=q/\nu$ and the orbit average $\kappa(q)=\langle k^2\rangle/K^2$,

$$e(n,l)\simeq-\frac{16}{K^8}K^2\kappa=-\frac{f(x)}{n^6},\qquad f=16\,\kappa\,\nu^6.\tag{6}$$

Shell $n$ contributes

$$E_n\simeq-\frac A{n^4},\qquad A=\int_0^12xf(x)\,dx=0.4870\ \text{hartree},\tag{7}$$

and the energy missing after shell $X$ is

$$\Delta_P(X)\simeq\int_{X+1/2}^{\infty}\frac{A\,dn}{n^4}=\frac A{3(X+\frac12)^3}
=\frac A{3X^3}\left(1-\frac3{2X}+\dots\right).\tag{8}$$

The second derivation integrates the energy density $cw=-16\pi^2\psi_0(r,r)^2/k^6$ over the omitted region $N(\mathbf r,\mathbf k)=k\,\eta(r,\theta)>Y$, with $\theta$ the angle between $\mathbf r$ and $\mathbf k$. The missing energy is

$$\Delta=\frac{1}{3Y^3}\;16\pi\int_0^\infty r^2\psi_0(r,r)^2dr\int_0^\pi\eta(r,\theta)^3\sin\theta\,d\theta.\tag{9}$$

**Truncation in $l$ alone.** If all radial functions are kept and $l\ge X$ is omitted, the boundary is one of angular momentum. The classical angular momentum is $|\mathbf r\times\mathbf k|=kr\sin\theta$, so $\eta=r\sin\theta$. The last retained $\lambda$ is $X-\tfrac12$ and the first omitted one is $X+\tfrac12$; the boundary lies midway, at $Y=X$. Note that $X=L+1$ if $L$ is the highest $l$ retained. With $\int_0^\pi\sin^4\theta\,d\theta=3\pi/8$, (9) becomes

$$\Delta_l(X)\simeq\frac B{3X^3},\qquad B=6\pi^2\int_0^\infty r^5\psi_0(r,r)^2dr.\tag{10}$$

Here $6\pi^2\psi_0^2=6e^{-4r}$, and $\int_0^\infty r^5e^{-4r}dr=120/4^6$. Hence

$$B=\frac{720}{4096}=\frac{45}{256}=0.1758\ \text{hartree}.$$

Taking the difference across one unit of $\lambda$ gives the increment of a single angular momentum, $E_l\simeq-B/\lambda^4$. The radial grid gives $\lambda^4|E_l|=0.1729$ hartree at $l=8$ and 0.1750 at $l=16$. Removing a correction proportional to $\lambda^{-2}$ from this pair leaves 0.1757.

**The principal boundary.** For the shells above $X$, the boundary is $Y=X+\tfrac12$, midway between two integers. A phase-space point lies on the surface with $K=ke^{r/2}$ and has $\lambda=kr\sin\theta$. Therefore

$$N=K\nu(\lambda/K)=ke^{r/2}\nu\left(re^{-r/2}\sin\theta\right),\qquad \eta=e^{r/2}\nu\left(re^{-r/2}\sin\theta\right).$$

This is proportional to $k$, as required. Equation (9) yields $\Delta_P=A/[3(X+\frac12)^3]$ with

$$A=\frac{16}{\pi}\int_0^\infty r^2e^{-5r/2}dr\int_0^\pi\nu\left(re^{-r/2}\sin\theta\right)^3\sin\theta\,d\theta.\tag{11}$$

The exponent is $-4r+3r/2=-5r/2$: the first part comes from $\psi_0^2$ and the second from $\eta^3$.

**The two derivations give the same $A$.** Equation (11) contains neither $f$ nor an orbital average, so its equality with $\int2xf\,dx$ has to be shown. Split $\mathbf k$ into $k_r$ along $\mathbf r$ and $k_\perp=\lambda/r$. Then $k_\perp dk_\perp=\lambda\,d\lambda/r^2$, and after the angles are integrated

$$\frac{d^3r\,d^3k}{(2\pi)^3}\to\frac{4\pi r^2dr\;2\pi(\lambda\,d\lambda/r^2)\,dk_r}{8\pi^3}
=2\lambda\,d\lambda\,\frac{dr\,dk_r}{2\pi}.$$

The factor $2\lambda=2l+1$ is the number of magnetic states. At fixed $\lambda$, the area element $dr\,dk_r/2\pi$ equals the change of radial action times an average over the orbit. The radial action is $n_r+\frac12=n-\lambda$, so its change is $dn$. On the orbit the energy density has magnitude

$$\frac{16\pi^2\psi_0^2}{k^6}=c^2k^2,$$

whose average is $c^2\langle k^2\rangle=f(\lambda/n)/n^6$. The missing energy of any region is therefore

$$\Delta=\int2\lambda\,d\lambda\int dn\,\frac{f(\lambda/n)}{n^6},\qquad n\ge\lambda.\tag{12}$$

For $n>Y$, put $\lambda=nx$, $d\lambda=n\,dx$:

$$\Delta=\int_Y^\infty\frac{dn}{n^4}\int_0^12xf(x)\,dx=\frac A{3Y^3}.$$

The coefficient (11) and the coefficient found from shell sums are thus equal.

For $\lambda>Y$, keep $\lambda$ and put $n=\lambda/x$, so that $|dn|=\lambda\,dx/x^2$ and $n^{-6}=x^6/\lambda^6$:

$$\Delta=\int_Y^\infty2\lambda\,d\lambda\,\frac1{\lambda^5}\int_0^1x^4f(x)\,dx
=\frac1{3Y^3}\,2\int_0^1x^4f(x)\,dx.$$

Comparison with (10) gives a sum rule,

$$B=2\int_0^1x^4f(x)\,dx.\tag{13}$$

Its left side comes from the pair density alone, and its right side from quantized orbitals. Both evaluate to 0.175781 hartree. This is a partial check of $f$. With $x=q/\nu$ the right side becomes

$$32\int_0^{2/e}q^4\kappa\left(\nu-q\frac{d\nu}{dq}\right)dq.$$

An error in $\kappa$ or in the overall scale of $\nu$ would in general spoil the equality. An error in $\nu$ proportional to $q$ would cancel here, although it would change $A$; the value of $A$ is tested by the shell energies on the radial grid. Nor does the sum rule test the semiclassical approximation, which both sides share; that too is tested by the grid.

**Why the ratio exceeds $5/2$.** The ratio of the two coefficients is

$$\frac AB=\frac{\int_0^1xf\,dx}{\int_0^1x^4f\,dx}=2.77.$$

For constant $f$ it would be $(1/2)/(1/5)=5/2$. Define normalized averages with the weights $2x$ and $5x^4$. The first average of $f$ is $A=0.487$ hartree; the second is $5B/2=0.439$ hartree. The weight $5x^4$ favours orbitals of nearly maximal $l$, for which $f$ is low. The quotient $0.487/0.439=1.11$ raises $2.5$ to $2.77$.

That $A$ is larger than $B$ can be seen without numbers. Every orbital with $l\ge X$ has $n>X$, so the principal truncation omits all that the other one omits. It also discards the high radial functions of low $l$. The comparison is between orbital sets of different size: at a given $X$, the principal set is finite, while truncation in $l$ retains infinitely many radial functions.

**Missing energies in numbers.** The grid calculation covers $l\le31$; the rest of the sum over $l$, $-1.79$ microhartree, is taken from (10). The result is $E_c=-0.046663$ hartree, or $-1.270$ eV. With the relaxation of 1s, $-0.111003$ hartree, the second-order total is $-0.157666$ hartree. A separate variational calculation with explicit $r_{12}$ gives an upper bound to this total. The bound lies less than 1 microhartree above the grid value. A bound limits the energy from one side only, but this one is also nearly converged: the last two enlargements of its basis lowered it by 6.0 and 1.0 microhartree. Together these facts support the reference at the level of 1 microhartree. The reference is the second-order energy, and higher orders in $1/Z$ are left out.

At $X=4$ the missing energies are 1779 microhartree for the principal expansion and 854 for truncation in $l$. At $X=16$ they are 36.1 and 14.2. The formulas give, at $X=16$,

$$\frac{0.4870}{3(16.5)^3}=36.1\times10^{-6},\qquad
\frac{0.1758}{3(16)^3}=14.3\times10^{-6}\ \text{hartree}.$$

The computed ratio is 2.08 at $X=4$ and 2.54 at $X=16$, below the limit 2.77. The half-shell shift accounts for this closely at $X=16$, where it predicts $2.77\,(16/16.5)^3=2.53$. At $X=4$ it predicts 1.95, which is too low, so further corrections matter there.

**Extrapolation.** If $E(X)=E_\infty+aX^{-3}$, then $X^3E(X)-(X-1)^3E(X-1)$ contains $a-a=0$, and

$$E_\infty=\frac{X^3E(X)-(X-1)^3E(X-1)}{X^3-(X-1)^3}.\tag{14}$$

For the principal expansion, $E(5)=-0.0456877$ and $E(6)=-0.0460720$ hartree. The cubes are 125 and 216, and their difference is 91:

$$E_\infty=\frac{216(-0.0460720)-125(-0.0456877)}{91}=-0.04660\ \text{hartree}.$$

The error relative to the reference $E_c$ falls from 591 microhartree at $X=6$ to 63. What remains comes almost wholly from the half-shell shift. Put the missing energy $A/[3(X+\frac12)^3]$ into (14):

$$\frac{0.4870}{3\cdot91}\left[\left(\frac6{6.5}\right)^3-\left(\frac5{5.5}\right)^3\right]=63\times10^{-6}\ \text{hartree}.$$

Replacing $X$ by $X+\frac12$ in the cubes of (14) removes this part. The same two energies then give $-0.046663$ hartree, with an error below 1 microhartree, the level at which the reference itself has been checked. So small an error is partly an accident. Near $n=8$ the relative correction to the shell law (7) is about $0.85/n^2$, which adds $0.17A/(X+\frac12)^5$ to the missing energy (8). The next term in replacing the sum by an integral subtracts $A/[6(X+\frac12)^5]$, and the two nearly cancel in this example.

For truncation in $l$ the boundary already lies at $X$, and no such shift arises. From $E(5)=-0.0462158$ and $E(6)=-0.0464008$ hartree, (14) gives $-0.046655$ hartree. The error falls from 262 to 8 microhartree. The unshifted formula is thus better suited to this sequence than to the principal one, although both have the same leading power.

**What each derivation assumes.** Both rest on the linear cusp of a singlet pair, $C\simeq\frac12r_{12}\psi_0(r,r)$, and on wavelengths short compared with the scale on which $\psi_0$ varies. If $\psi_0(r,r)$ vanishes, as it does for a triplet pair, the density in $k^{-6}$ vanishes with it, and so does the coefficient of $X^{-3}$. A faster law then has to be derived from the next singular term. Both routes also give leading terms and no rigorous bound on what follows them.

The first derivation assumes more and tells more. It needs a quantization rule for each orbital, hence a separable radial problem, and the average of $k^2$ over an orbit. In return it gives the energy of an individual natural orbital and shows that $n^{-6}$ carries a factor dependent on $\lambda/n$.

The second assumes that a sum over omitted orbitals can be replaced by an integral over a phase-space region. For truncation in $l$ that region is known from angular momentum alone, so $B$ requires no knowledge of natural orbitals. For the principal expansion the boundary must still be supplied, and it comes from the same quantization rule. Both derivations start from the same functions (4). Beyond that, they reach $B$ by different routes, which the sum rule (13) compares, but they share the quantization rule for the value of $A$. To obtain the power $X^{-3}$ from (4), the second needs only a function $N$ proportional to $k$ for which the integral in (9) is finite, and a limit $Y$ that grows in proportion to $X$.

This also shows when the extrapolation fails. Suppose that $l$ is capped at a fixed value while more radial functions are added. The boundary no longer moves outward in all directions, and the missing energy tends to the constant left by the omitted $l$, not to zero. A practical basis set has a further difference: its orbitals are not these natural orbitals, so its projector need not commute with $C$, and the missing energy is not a plain sum of $|e_i|$. For such a basis $X^{-3}$ is a model. It is reasonable if radial and angular functions are enlarged together so that the boundary keeps its shape and moves outward in proportion to $X$. Keeping the shape is not enough: if the boundary moves out only as $\sqrt X$, then $Y^{-3}$ in (9) becomes $X^{-3/2}$. The half-unit shift found above for natural orbitals need not suit another basis. The computed values are collected in the numerical output.

## Computed results

```
E2 upper bound, r12 basis, degree 6: -0.15765909 hartree
E2 upper bound, r12 basis, degree 8: -0.15766505 hartree
E2 upper bound, r12 basis, degree 10: -0.15766608 hartree
E2 total, grid plus l tail: -0.1576664 hartree
l tail beyond l=31: -1.79 microhartree
1s relaxation (singles) part: -0.1110032 hartree
correlation part: -0.0466633 hartree = -1.2698 eV
B, from cusp integral: 0.175781 hartree
B, from sum rule over f: 0.175781 hartree
A, shell coefficient: 0.48702 hartree
ratio A/B: 2.7706 (constant f: 2.5)
smallest, largest f on the x nodes: 0.3452, 0.5716 hartree
f(0.1) = 0.4347 hartree
f(0.3) = 0.5429 hartree
f(0.5) = 0.5703 hartree
f(0.7) = 0.5185 hartree
f(0.9) = 0.4100 hartree
n l: n^6|e| grid, f (hartree); n^4|c| grid, theory
16 8: 0.5692, 0.5671; 1.0733, 1.0687
16 12: 0.4781, 0.4796; 1.1492, 1.1516
16 15: 0.3633, 0.3648; 1.1651, 1.1718
32 0: 0.3849, 0.3689; 0.6946, 0.6743
32 8: 0.5324, 0.5297; 0.9055, 0.9018
32 16: 0.5696, 0.5689; 1.0625, 1.0611
32 24: 0.4874, 0.4878; 1.1479, 1.1484
32 31: 0.3539, 0.3542; 1.1703, 1.1721
exponent of e from (16,8) to (32,16): -5.999
n^4 |E_shell|, n=4: 0.5100 hartree
n^4 |E_shell|, n=8: 0.4935 hartree
n^4 |E_shell|, n=16: 0.4888 hartree
n^4 |E_shell|, n=32: 0.4875 hartree
(l+1/2)^4 |E_l|, l=8, 16: 0.17289, 0.17498 hartree
B from grid, l to infinity: 0.17574 hartree
X: missing energy (microhartree) principal, l only; ratio
4: 1779.4, 853.6; 2.085
6: 591.2, 262.5; 2.253
8: 264.5, 112.3; 2.355
16: 36.1, 14.2; 2.539
largest gain by re-optimization, X=4, 8, 16: 2.2e-15 hartree
principal: E(5), E(6) = -0.0456877, -0.0460720 hartree
  extrapolated -0.0465999 hartree, error 63.35 microhartree
principal, X+1/2: E(5), E(6) = -0.0456877, -0.0460720 hartree
  extrapolated -0.0466627 hartree, error 0.58 microhartree
l only: E(5), E(6) = -0.0462158, -0.0464008 hartree
  extrapolated -0.0466549 hartree, error 8.37 microhartree
cut p block, loss: 0.00006123, 0.00006123 hartree
```
